# The Morris–Shore transformation: independent pairs and uncoupled states

Let two lower states of equal energy be coupled to one upper state by a laser pulse. In a frame rotating with the light, their amplitudes $a_1,a_2$ and the upper amplitude $b$ obey

$$i\dot a_1=\tfrac12V_1b,\qquad i\dot a_2=\tfrac12V_2b,\qquad i\dot b=\tfrac12(V_1^*a_1+V_2^*a_2)+\Delta b .$$

Here $V_1,V_2$ are constant Rabi frequencies and $\Delta$ is the transition frequency minus the light frequency. The upper state is driven by one combination of lower amplitudes. With $\Omega=\sqrt{|V_1|^2+|V_2|^2}$, define

$$a_B=\frac{V_1^*a_1+V_2^*a_2}{\Omega},\qquad a_D=\frac{V_2a_1-V_1a_2}{\Omega}.$$

Differentiating and inserting the first two equations gives

$$i\dot a_B=\frac{|V_1|^2+|V_2|^2}{2\Omega}\,b=\tfrac12\Omega b,\qquad i\dot a_D=\frac{V_2V_1-V_1V_2}{2\Omega}\,b=0,$$

while $i\dot b=\tfrac12\Omega a_B+\Delta b$. Three states have become a two-state system and a dark state, whose two excitation paths cancel. With several upper states, each defines its own driven combination, and these combinations need not be orthogonal. The question is whether both manifolds can be rotated so that every state has at most one partner.

Take $N_a$ degenerate lower states at energy zero and $N_b$ degenerate upper states at $\hbar\omega_0$, with no coupling inside either manifold. For light of frequency $\omega$, let the coupling between lower state $j$ and upper state $k$, divided by $\hbar$, be

$$W_{jk}(t)=\tfrac12V_{jk}f(t)e^{i\omega t}+\tfrac12\tilde V_{jk}f^*(t)e^{-i\omega t}.$$

The constant matrices $V$ and $\tilde V$ belong to the two frequency parts of the real field, and $f$ is a dimensionless envelope common to all couplings. If the upper amplitudes are $c_k=b_ke^{-i\omega t}$, the lower equation becomes

$$i\dot a_j=\tfrac12\sum_k\left(V_{jk}f+\tilde V_{jk}f^*e^{-2i\omega t}\right)b_k .$$

For the upper states, $i\dot c_k=\omega_0c_k+\sum_jW_{jk}^*a_j$. Since $i\dot c_k=(i\dot b_k+\omega b_k)e^{-i\omega t}$,

$$i\dot b_k=(\omega_0-\omega)b_k+\tfrac12\sum_j\left(V_{jk}^*f^*+\tilde V_{jk}^*fe^{2i\omega t}\right)a_j .$$

The rotating-wave approximation drops the terms oscillating at $2\omega$. It requires the Rabi frequencies, the detuning and the rate of change of the envelope to be small compared with $\omega$. For a chirped carrier, $\omega t$ is replaced by a phase whose derivative is $\omega(t)$. The result is

$$\frac{H(t)}{\hbar}=\begin{pmatrix}0&\tfrac12f(t)V\\ \tfrac12f^*(t)V^\dagger&\Delta(t)\mathbf 1\end{pmatrix},\qquad \Delta=\omega_0-\omega .$$

Two properties matter: the diagonal blocks are multiples of unit matrices, and all time dependence of the coupling is in the scalar $f$. The evolution is taken as coherent, so the pulse must be short compared with the spontaneous lifetime.

The required rotations follow from the Hermitian matrix $VV^\dagger$. It has an orthonormal set of eigenvectors $\alpha_n$ in the lower manifold. Its eigenvalues are not negative, because $\alpha^\dagger VV^\dagger\alpha=|V^\dagger\alpha|^2$. Write

$$VV^\dagger\alpha_n=\Omega_n^2\alpha_n,\qquad \Omega_n\ge0,$$

and let the first $r$ values be positive. For these, define upper vectors $\beta_n=V^\dagger\alpha_n/\Omega_n$. They are orthonormal, since

$$\beta_m^\dagger\beta_n=\frac{\alpha_m^\dagger VV^\dagger\alpha_n}{\Omega_m\Omega_n}=\frac{\Omega_n^2}{\Omega_m\Omega_n}\delta_{mn}=\delta_{mn},$$

and they are carried back to their partners:

$$V\beta_n=\frac{VV^\dagger\alpha_n}{\Omega_n}=\Omega_n\alpha_n .$$

For $n>r$, the eigenvalue zero gives $|V^\dagger\alpha_n|^2=0$, hence $V^\dagger\alpha_n=0$. Complete the $\beta_n$ to an orthonormal basis of the upper manifold. An added vector $\beta_k$ satisfies, for $n\le r$,

$$\alpha_n^\dagger V\beta_k=(V^\dagger\alpha_n)^\dagger\beta_k=\Omega_n\beta_n^\dagger\beta_k=0 .$$

For $n>r$ the same product vanishes because $V^\dagger\alpha_n=0$. All components of $V\beta_k$ are therefore zero. The action of $V$ on a complete basis is now known, and

$$V=\sum_{n=1}^{r}\Omega_n\alpha_n\beta_n^\dagger .$$

This is the singular value decomposition. Its range is spanned by $\alpha_1,\ldots,\alpha_r$, so $r$ is the rank of $V$.

Let the columns of the unitary matrices $A$ and $B$ be the complete sets $\alpha_n$ and $\beta_n$. Put $\psi=R\phi$ with $R=\mathrm{diag}(A,B)$. Because $R$ is constant, $i\dot\phi=R^\dagger(H/\hbar)R\,\phi$ contains no derivative of $R$. The lower block stays zero and the upper block stays $\Delta B^\dagger B=\Delta\mathbf 1$. The elements of $A^\dagger VB$ are $\Omega_n$ between $\alpha_n$ and $\beta_n$ for $n\le r$, and zero elsewhere. Each pair is governed by

$$h_n(t)=\begin{pmatrix}0&\tfrac12f(t)\Omega_n\\ \tfrac12f^*(t)\Omega_n&\Delta(t)\end{pmatrix}.$$

This proves the Morris–Shore transformation. There are $r$ independent two-state systems, $N_a-r$ dark lower states with constant amplitudes, and $N_b-r$ uncoupled upper states, which acquire the phase $\exp(-i\int\Delta\,dt)$. The number of uncoupled states is

$$N_a+N_b-2r=|N_a-N_b|+2\left[\min(N_a,N_b)-r\right].$$

It equals the difference of the two dimensions when $V$ has full rank, and is larger otherwise. A test with five lower and four upper states and a coupling of rank two found three uncoupled lower and two uncoupled upper states in the spectrum of the full Hamiltonian.

If several $\Omega_n$ coincide, the same unitary mixing may be applied to their $\alpha_n$ and $\beta_n$. It cancels in $\sum\alpha_n\beta_n^\dagger$, so the choice of pairs is then not unique, but the dynamics is unchanged.

The full propagator follows from the $2\times2$ propagators $u^{(n)}$ of the pairs. A lower state is split into its components along $\alpha_n$ and a dark remainder that does not change. Hence

$$U_{aa}=\mathbf 1+\sum_{n=1}^r(u^{(n)}_{11}-1)\alpha_n\alpha_n^\dagger,\qquad U_{ba}=\sum_{n=1}^r u^{(n)}_{21}\beta_n\alpha_n^\dagger .$$

The same splitting of an upper state gives

$$U_{ab}=\sum_{n=1}^r u^{(n)}_{12}\alpha_n\beta_n^\dagger,\qquad U_{bb}=e^{-i\int\Delta dt}\Big(\mathbf 1-\sum_{n=1}^r\beta_n\beta_n^\dagger\Big)+\sum_{n=1}^r u^{(n)}_{22}\beta_n\beta_n^\dagger .$$

For the rank-two coupling above and a chirped pulse, this construction agreed with direct integration of all nine equations to $5\times10^{-11}$ in every matrix element, as an absolute difference.

For a rectangular pulse, $f=1$ and $\Delta$ is constant for a time $T$. Separate the mean diagonal element, $h_n=\tfrac12\Delta\mathbf 1+K_n$, and square the rest:

$$K_n=\frac12\begin{pmatrix}-\Delta&\Omega_n\\ \Omega_n&\Delta\end{pmatrix},\qquad K_n^2=\frac{g_n^2}{4}\mathbf 1,\qquad g_n=\sqrt{\Omega_n^2+\Delta^2}.$$

The even and odd powers in the exponential series then sum to a cosine and a sine:

$$u^{(n)}=e^{-i\Delta T/2}\left[\cos\frac{g_nT}{2}\,\mathbf 1-\frac{2i}{g_n}K_n\sin\frac{g_nT}{2}\right].$$

The two elements needed for a lower initial state are

$$u^{(n)}_{11}=e^{-i\Delta T/2}\left[\cos\frac{g_nT}{2}+\frac{i\Delta}{g_n}\sin\frac{g_nT}{2}\right],\qquad u^{(n)}_{21}=-ie^{-i\Delta T/2}\frac{\Omega_n}{g_n}\sin\frac{g_nT}{2}.$$

Starting from a normalized lower state $c$, the upper state is $\sum_nu^{(n)}_{21}\beta_n(\alpha_n^\dagger c)$. The $\beta_n$ are orthonormal, so its norm has no cross terms:

$$P_{\rm up}=\sum_{n=1}^r|\alpha_n^\dagger c|^2\frac{\Omega_n^2}{g_n^2}\sin^2\frac{g_nT}{2}\le\sum_{n=1}^r|\alpha_n^\dagger c|^2 .$$

The right side is the bright weight of the initial state. The population of an individual upper state can contain interference between pairs, if more than one $\beta_n$ has a component on it.

Two limits show what the singular values measure. For all $g_nT\ll1$, the sine is replaced by its argument and

$$P_{\rm up}\simeq\frac{T^2}{4}\sum_n\Omega_n^2|\alpha_n^\dagger c|^2=\frac{T^2}{4}|V^\dagger c|^2,$$

which is the first-order transition probability summed over upper states. For $|\Delta|\gg\Omega_n$, the upper population is at most of order $\Omega_n^2/\Delta^2$. Expanding $g_n\simeq|\Delta|+\Omega_n^2/(2|\Delta|)$ in the phase of $u^{(n)}_{11}$ gives, for either sign of $\Delta$,

$$u^{(n)}_{11}\simeq\exp\left(\frac{i\Omega_n^2T}{4\Delta}\right).$$

The lower manifold then evolves under $-\hbar VV^\dagger/(4\Delta)$: its bright states have light shifts and its dark states have none. The next term of the expansion changes the phase by about $\Omega_n^4T/(16|\Delta|^3)$, which must also be small.

As an example, consider a model atomic transition from $J=2$ to $J=1$ without a magnetic field. The light has real amplitudes $p=0.8$ for $m\to m+1$ and $s=0.6$ for $m\to m-1$, with $p^2+s^2=1$. By the Wigner–Eckart theorem, each element of $V$ is a common frequency $\Omega$ times the amplitude times the Clebsch–Gordan coefficient $\langle2\,m;1\,q|1\,m+q\rangle$, where $q=\pm1$.

To find the coefficients, write the coupled state with $J=1$, $m'=1$ as $x|2;-1\rangle+y|1;0\rangle+z|0;1\rangle$, with labels $m;q$. The raising operator must annihilate it, which requires

$$\sqrt2x+2y=0,\qquad \sqrt2y+\sqrt6z=0 .$$

Thus $y=-x/\sqrt2$ and $z=x/\sqrt6$. Normalization, $x^2(1+\tfrac12+\tfrac16)=1$, gives $x=\sqrt{3/5}$, $y=-\sqrt{3/10}$, $z=\sqrt{1/10}$ with $x>0$. The lowering operator gives $\sqrt2$ times the $m'=0$ state. Its coefficients for $|-1;1\rangle$ and $|1;-1\rangle$ are

$$\frac{\sqrt6z}{\sqrt2}=\sqrt{\frac3{10}},\qquad \frac{2x+\sqrt2y}{\sqrt2}=\sqrt{\frac3{10}},$$

and that for $|0;0\rangle$ is $(\sqrt6y+\sqrt2z)/\sqrt2=-\sqrt{2/5}$. Lowering once more gives, for $m'=-1$, the coefficient $2\sqrt{3/10}/\sqrt2=\sqrt{3/5}$ for $|-2;1\rangle$ and $(\sqrt6\sqrt{3/10}-\sqrt2\sqrt{2/5})/\sqrt2=\sqrt{1/10}$ for $|0;-1\rangle$.

The light changes $m$ by one, so the states fall into two sets. Lower states $m=\mp1$ couple to $m'=0$ with $\Omega\sqrt{3/10}\,(p,s)$. This is the opening three-state case, with $\Omega_2^2=0.3\,\Omega^2$, bright vector $(p,s)$ and dark vector $(s,-p)$ on $m=(-1,+1)$. For lower states $m=-2,0,2$ and upper states $m'=-1,1$,

$$V_{\rm even}=\Omega\begin{pmatrix}\sqrt{0.6}\,p&0\\ \sqrt{0.1}\,s&\sqrt{0.1}\,p\\0&\sqrt{0.6}\,s\end{pmatrix}.$$

Since $V^\dagger V\beta_n=\Omega_nV^\dagger\alpha_n=\Omega_n^2\beta_n$, the smaller matrix $V^\dagger V$ supplies the same nonzero values:

$$\frac{V_{\rm even}^\dagger V_{\rm even}}{\Omega^2}=\begin{pmatrix}0.6p^2+0.1s^2&0.1ps\\0.1ps&0.1p^2+0.6s^2\end{pmatrix}=\begin{pmatrix}0.420&0.048\\0.048&0.280\end{pmatrix}.$$

Half the trace is 0.35 and half the diagonal difference is $(p^2-s^2)/4$, so

$$\frac{\Omega_{1,3}^2}{\Omega^2}=0.35\pm\sqrt{\frac{(p^2-s^2)^2}{16}+\frac{p^2s^2}{100}}=0.35\pm\sqrt{0.07^2+0.048^2},$$

or 0.43488 and 0.26512. With $\Omega=20$ rad/µs, the three pair frequencies are $\Omega_1=13.189$, $\Omega_2=10.954$ and $\Omega_3=10.298$ rad/µs. The rank is three, leaving two dark states among five lower states and no uncoupled upper state.

The even dark state $(d_{-2},d_0,d_2)$ satisfies $V_{\rm even}^\dagger d=0$:

$$\sqrt6\,p\,d_{-2}+s\,d_0=0,\qquad p\,d_0+\sqrt6\,s\,d_2=0 .$$

Its solution is proportional to $(-s/p,\sqrt6,-p/s)$, or $(-0.260,0.848,-0.462)$ after normalization. At each upper state the two arriving amplitudes cancel. In the limit $p\to0$, multiplication by $p$ turns this vector into one on $m=-2$ alone, as expected when the light can lower $m$ but $m'=-3$ does not exist. For $p=s$, the squared singular values are $0.4,0.3,0.3$ times $\Omega^2$. Linearly polarized light with its axis of quantization along the field uses the $q=0$ coefficients, whose squares are also $0.3,0.4,0.3$. A rotation of the axis changes the two bases but not the singular values.

Now start in $m=-2$, with $\Delta=5$ rad/µs and $T=0.25$ µs. The numbers below assume no decay, which for this pulse needs an upper lifetime of tens of microseconds or more. If the upper states decay out of the system, the total upper population found below falls to 0.74 for a lifetime of 2.5 µs, and to 0.05 for 27 ns, the order of a strong alkali line. The weights on pairs 1 and 3 are 0.8056 and 0.1269; the dark weight is 0.0674. The corresponding $g_n$ are 14.105 and 11.448 rad/µs, giving transition probabilities 0.8424 and 0.7935. Therefore

$$P_{\rm up}=0.8056\times0.8424+0.1269\times0.7935=0.779 .$$

Almost all of this is in $m'=-1$, with population 0.776; $m'=+1$ holds 0.0035. The amplitudes from the two pairs explain the difference. At this $T$ they share a common phase, and the magnitudes $|u^{(n)}_{21}|$ are $\sqrt{0.8424}=0.918$ and $\sqrt{0.7935}=0.891$. The components of $\alpha_1$ and $\alpha_3$ on $m=-2$ are 0.898 and $-0.356$, and those of $\beta_1$ and $\beta_3$ on $m'=+1$ are 0.296 and 0.955. The amplitude in $m'=+1$ is therefore, up to that phase,

$$0.296\times0.898\times0.918-0.955\times0.356\times0.891\simeq-0.059 .$$

The pairs interfere destructively there, although they contribute independently to the total.

On resonance, the bright weight 0.93256 would be reached only if $\Omega_1T$ and $\Omega_3T$ were both odd multiples of $\pi$. Their ratio would then be rational. Here $\Omega_1^2/\Omega_3^2=(0.35+\rho)/(0.35-\rho)$ with $\rho=\sqrt{0.007204}=\sqrt{1801}/500$, which is irrational because 1801 is not a square. The ratio is irrational too, so the bound is never reached. It is nevertheless approached closely, because $\Omega_1/\Omega_3=1.28073$ lies near the ratio of odd integers $73/57=1.28070$. In this decay-free model the upper population at $T=17.388$ µs, where $\Omega_1T\approx73\pi$ and $\Omega_3T\approx57\pi$, falls short of the bound by less than $10^{-6}$. At three times this duration, 52.165 µs, it is 0.93255.

When the diagonal blocks or the shape of $V$ do not meet the assumptions, constant rotations need not give independent pairs. Let lower energies $\hbar D$ be added. The new basis contains elements $\alpha_i^\dagger D\alpha_j$, which can connect dark and bright states. For shifts of $2m$ rad/µs, the odd dark state $(0.6,-0.8)$ and its bright partner $(0.8,0.6)$ have the element

$$2\left[(-1)(0.8)(0.6)+(1)(0.6)(-0.8)\right]=-1.92\ \text{rad/µs}.$$

After the same rectangular pulse, 0.069 of the population that began dark is in the upper manifold. A uniform shift $D=\delta\mathbf 1$ is harmless: the off-diagonal elements vanish by orthogonality, and the detuning becomes $\Delta-\delta$. The calculated upper population is then zero to rounding.

If instead $V(t)$ changes shape, suppose constant $A$ and $B$ still give fixed, independent pairs. Then $S(t)=A^\dagger V(t)B$ has at most one nonzero element in each row and column, so $SS^\dagger$ is diagonal. Since $VV^\dagger=ASS^\dagger A^\dagger$, a necessary condition is

$$\left[V(t)V^\dagger(t),\,V(t')V^\dagger(t')\right]=0\quad\text{for all }t,t'.$$

Two polarization components with separate envelopes generally violate it. In the odd set, let their real couplings be proportional to $(\cos\theta,\sin\theta)$. The instantaneous bright and dark vectors are $v=(\cos\theta,\sin\theta)$ and $d=(\sin\theta,-\cos\theta)$, and $v^\dagger\dot d=\dot\theta$. The moving basis adds $-i\dot\theta$ to the bright–dark element of $H/\hbar$, so the dark amplitude is no longer conserved.

With Gaussian envelopes of 1/e half-width 0.10 µs, the raising component preceding the lowering one by 0.20 µs, and the same $\Omega$ and $\Delta$, the state $(0.6,-0.8)$ reaches a peak upper population of 0.149. Two effects act here. At first the raising component is practically alone, so the bright vector is $(1,0)$ and the state already has bright weight $0.6^2=0.36$. The first pulse alone would leave 0.156 in the upper state. The basis then turns, too fast for the initially dark part to follow, and the second pulse excites that part as well. Under both pulses the part $(0.6,0)$ alone ends with upper population 0.114 and the part $(0,-0.8)$ alone with 0.170. Their amplitudes partly cancel and give 0.149, which is reached at the end of the sequence. With coincident envelopes the state stays dark to rounding. When the lower energies are equal, what protects this dark state is thus the constant ratio of its two couplings to the upper state, whatever envelope they share.

## Computed results

```
Random test: lower states 5, upper states 4, rank 2
Random test: uncoupled lower, upper states: 3 2
Random test: largest propagator difference: 4.5e-11
Omega = 20.0 rad/us, Delta = 5.0 rad/us, T = 0.25 us
Amplitudes (dimensionless): p = 0.8, s = 0.6
Coupling matrix V (rad/us), columns m' = -1, 0, +1:
  m = -2: 12.39355  0.00000  0.00000
  m = -1: 0.00000  8.76356  0.00000
  m = +0: 3.79473  0.00000  5.05964
  m = +1: 0.00000  6.57267  0.00000
  m = +2: 0.00000  0.00000  9.29516
Squared singular values / Omega^2: 0.43488  0.30000  0.26512
Pair Rabi frequencies Omega_n (rad/us): 13.18903  10.95445  10.29803
Generalized frequencies g_n (rad/us): 14.10498  12.04159  11.44768
alpha_1, m = -2..+2: 0.89757  0.00000  0.38839  0.00000  0.20863
beta_1, m' = -1..+1: 0.95518  0.00000  0.29603
alpha_2, m = -2..+2: 0.00000  0.80000  0.00000  0.60000  0.00000
beta_2, m' = -1..+1: 0.00000  1.00000  0.00000
alpha_3, m = -2..+2: -0.35627  0.00000  0.36021  0.00000  0.86216
beta_3, m' = -1..+1: -0.29603  0.00000  0.95518
Odd-m dark state, m = -2..+2: 0.00000  0.60000  0.00000  -0.80000  0.00000
Even-m dark state, m = -2..+2: -0.25970  0.00000  0.84817  0.00000  -0.46169
Start m=-2: weights on alpha_1, alpha_2, alpha_3: 0.80563  0.00000  0.12693
Start m=-2: dark weight = 0.06744
Start m=-2: total bright weight = 0.93256
Pair transition probabilities at T: 0.84240  0.82403  0.79351
Contributions to upper population: 0.67866  0.00000  0.10072
Total upper population at T = 0.77938
Lower populations at T, m = -2..+2: 0.14704  0.00000  0.07323  0.00000  0.00035
Upper populations at T, m' = -1..+1: 0.77586  0.00000  0.00351
Resonant scan, 0 to 100 us: highest upper population = 0.93255 at 52.165 us
Lower-level shift per unit m = 2.0 rad/us
Dark-bright element from shifts = -1.92000 rad/us
Odd dark start, m-dependent shifts: upper population at T = 0.06879
Odd dark start, uniform shift: upper population at T = 6.7e-34
Gaussian 1/e half-width = 0.10 us, delay = 0.20 us
Odd dark start, delayed pulses: peak upper population = 0.14929
Odd dark start, coincident pulses: peak upper population = 5.4e-29
Relative commutator at -0.05 and +0.05 us, delayed: 1.13928
Relative commutator, coincident: 0.0e+00
```
